**Silicon shells by bond distance in beta-cristobalite and alpha-quartz**

$N_k$ is the number of silicon atoms whose shortest path to a chosen silicon atom has $k$ Si-O-Si links. The program builds both crystals from rough cell data, links atoms by Si-O length and finds the shells by breadth-first search. It asserts $N_1,\ldots,N_4=4,12,24,42$ for ideal beta-cristobalite and $4,12,30,52$ for alpha-quartz, so the third shell is the first to differ. The sites found are compared one by one with a separate layer-walk rule, and their numbers in each pair of layers $\pm H$ (and in layer 0) with hand counts. A direct ring count gives $R_6=12$ six-rings through one silicon atom in cristobalite and 6 in quartz, and the program asserts $N_3=36-R_6$. The populations also stay the same for one random set of atomic displacements in each crystal and for bent bridges in cristobalite. Deleting nearby links one at a time shows that $10^{18}$ broken links per cm³ shift the mean $N_3$ by about $-8.4\times10^{-4}$ in cristobalite and $-1.3\times10^{-3}$ in quartz.

## Verification by program

```python
# Result under test: the numbers N_k of Si atoms at bond distance k = 1..4
# (least number of Si-O-Si links) are 4, 12, 24, 42 in ideal
# beta-cristobalite and 4, 12, 30, 52 in alpha-quartz; shell 3 is the
# first to differ, and N_3 = 36 - R_6 with R_6 the six-rings through a Si.
# Atoms are linked by Si-O length and searched outward; the result is
# compared with a layer rule: a link across gap h (layer h to h+1) shifts
# the site sideways by +d_h or -d_h, with d_h periodic in h.
# Lengths are in nm. Cell data are rough two-figure values.
from itertools import combinations, product
from collections import Counter
import numpy as np
from scipy.spatial import cKDTree

CUTOFF = 0.25          # nm, between bonded and non-bonded Si-O lengths
KMAX = 4
rng = np.random.default_rng(7)


def build(cell, si_frac, o_frac, reach):
    """Finite block of crystal and the indices of Si in its home cell."""
    shifts = list(product(range(-reach, reach + 1), repeat=3))
    home = shifts.index((0, 0, 0))
    t = np.array(shifts, float)[:, None, :]
    si = (t + si_frac[None]).reshape(-1, 3)
    ox = (t + o_frac[None]).reshape(-1, 3)
    starts = [home * len(si_frac) + j for j in range(len(si_frac))]
    return si, si @ cell, ox @ cell, starts


def link_graph(si_xyz, o_xyz):
    groups = cKDTree(si_xyz).query_ball_point(o_xyz, CUTOFF)
    nb = [set() for _ in si_xyz]
    for group in groups:
        for p, q in combinations(group, 2):
            nb[p].add(q)
            nb[q].add(p)
    return nb, groups


def find_shells(nb, start, kmax=KMAX, removed=frozenset()):
    seen, shells = {start}, [{start}]
    for _ in range(kmax):
        new = set()
        for p in shells[-1]:
            for q in nb[p]:
                if q not in seen and frozenset((p, q)) != removed:
                    new.add(q)
        seen |= new
        shells.append(new)
    return shells


def populations(shells):
    return [len(s) for s in shells[1:]]


def count_rings(nb, start, length):
    def extend(path):
        if len(path) == length:
            return int(start in nb[path[-1]])
        return sum(extend(path + [q]) for q in nb[path[-1]]
                   if q not in path)
    return extend([start]) // 2      # each ring is walked in two senses


def layer_rule(directions):
    """Shells of addresses (x, y, layer) from all up/down, +/- walks."""
    seen, ends, shells = {(0, 0, 0)}, {(0, 0, 0)}, []
    for _ in range(KMAX):
        nxt = set()
        for x, y, h in ends:
            for step, sign in product((1, -1), repeat=2):
                gap = h if step == 1 else h - 1
                dx, dy = directions[gap % len(directions)]
                nxt.add((x + sign * dx, y + sign * dy, h + step))
        shells.append(nxt - seen)
        seen |= nxt
        ends = nxt
    return shells


def bridge_angle(si_xyz, o_xyz, groups, start):
    """Si-O-Si angle in degrees at the oxygen nearest to one Si."""
    j = int(np.argmin(np.linalg.norm(o_xyz - si_xyz[start], axis=1)))
    p, q = groups[j]
    u, v = si_xyz[p] - o_xyz[j], si_xyz[q] - o_xyz[j]
    c = u @ v / np.linalg.norm(u) / np.linalg.norm(v)
    return np.degrees(np.arccos(np.clip(c, -1, 1)))


# Ideal beta-cristobalite: diamond Si sites, O at the link midpoints.
a_c = 0.72
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 4
si_c = np.vstack([fcc, fcc + tetra[0]])
o_c = np.vstack([fcc + t / 2 for t in tetra])
cell_c = a_c * np.eye(3)

# Alpha-quartz: threefold screw along c, twofold axis through each Si.
a_q, c_q, u_q = 0.49, 0.54, 0.47
oxygen = (0.41, 0.27, 0.12)


def screw(p):
    return (-p[1], p[0] - p[1], p[2] + 2 / 3)


def orbit(p):
    return [p, screw(p), screw(screw(p))]


twofold = (oxygen[0] - oxygen[1], -oxygen[1], -oxygen[2])
si_q = np.array(orbit((u_q, 0.0, 0.0)))
o_q = np.array(orbit(oxygen) + orbit(twofold))
cell_q = np.array([[a_q, 0, 0], [-a_q / 2, a_q * np.sqrt(3) / 2, 0],
                   [0, 0, c_q]])

# Each entry: cell, Si, O, block size, address scale, sideways directions,
# and the counts by |layer| derived by hand for each shell.
crystals = {
    "cristobalite": (cell_c, si_c, o_c, 3, (4, 4, 4), [(1, 1), (1, -1)],
                     [{1: 4}, {0: 4, 2: 8}, {1: 12, 3: 12},
                      {0: 8, 2: 16, 4: 18}]),
    "quartz": (cell_q, si_q, o_q, 4, (2, 2, 3), [(0, 1), (1, 0), (1, 1)],
               [{1: 4}, {0: 4, 2: 8}, {1: 16, 3: 14},
                {0: 12, 2: 20, 4: 20}]),
}

print(f"cristobalite input (rough): a = {a_c:.2f} nm")
print(f"quartz input (rough): a = {a_q:.2f} nm, c = {c_q:.2f} nm, "
      f"Si u = {u_q:.2f}")
print("quartz O fractional coordinates (rough):", oxygen)
print(f"Si-O bonding cutoff = {CUTOFF:.2f} nm")

broken_density = 1e18                     # cm^-3, round parameter
result, shift = {}, {}
for name, data in crystals.items():
    cell, si_f, o_f, reach, scale, directions, by_hand = data
    frac, si_xyz, o_xyz, starts = build(cell, si_f, o_f, reach)
    nb, groups = link_graph(si_xyz, o_xyz)
    s0 = starts[0]
    shells = find_shells(nb, s0)
    N = populations(shells)
    result[name] = N

    # Bond lengths, and the gap that makes the linking unambiguous.
    lengths = np.sort(np.linalg.norm(o_xyz - si_xyz[s0], axis=1))[:5]
    assert lengths[3] < CUTOFF - 0.05 and lengths[4] > CUTOFF + 0.05
    assert all(len(nb[p]) == 4 for s in shells[:KMAX] for p in s)

    # Every Si of the cell has the same populations.
    assert all(populations(find_shells(nb, s)) == N for s in starts)

    # Atom search against the layer rule, address by address.
    address = np.rint(frac * np.array(scale)).astype(int)
    address = address - address[s0]
    rule = layer_rule(directions)
    for k in range(1, KMAX + 1):
        found = {tuple(int(v) for v in address[p]) for p in shells[k]}
        assert len(found) == N[k - 1] and found == rule[k - 1]
        layers = Counter(abs(p[2]) for p in found)
        assert dict(layers) == by_hand[k - 1]

    # Rings, and their relation to the third shell.
    rings = {n: count_rings(nb, s0, n) for n in (3, 4, 5, 6)}
    assert rings[3] == rings[4] == rings[5] == 0
    links_out = [sum(len(nb[p] & shells[k + 1]) for p in shells[k])
                 for k in range(3)]
    assert links_out == [4, 12, 36]
    parents = Counter(len(nb[p] & shells[2]) for p in shells[3])
    assert max(parents) == 2 and parents[2] == rings[6]
    assert N[2] == links_out[2] - rings[6]

    print(f"--- {name} ---")
    print(f"Si-O bonds: {lengths[0]:.3f} to {lengths[3]:.3f} nm; "
          f"next Si-O distance {lengths[4]:.3f} nm")
    angle = bridge_angle(si_xyz, o_xyz, groups, s0)
    print(f"Si-O-Si angle = {angle:.0f} degrees")
    for k in range(1, KMAX + 1):
        ids = list(shells[k])
        r = np.linalg.norm(si_xyz[ids] - si_xyz[s0], axis=1)
        layers = Counter(abs(int(address[p][2])) for p in ids)
        print(f"N_{k} = {N[k-1]} Si; by |layer| {dict(sorted(layers.items()))}"
              f"; Si-Si {r.min():.3f} to {r.max():.3f} nm")
        if k == 3:
            longest_third = r.max()
        if k == 4:
            assert r.min() < longest_third     # link shells overlap
    print(f"links from shell 2 to shell 3 = {links_out[2]}")
    print(f"rings through one Si: 3-, 4-, 5-rings = "
          f"{rings[3]}, {rings[4]}, {rings[5]}; six-rings = {rings[6]}")
    print(f"shell-3 Si with one, two parents = {parents[1]}, {parents[2]}")

    # Random displacements of all atoms leave the populations alone.
    rms = 0.015
    moved_si = si_xyz + rng.normal(0, rms, si_xyz.shape)
    moved_o = o_xyz + rng.normal(0, rms, o_xyz.shape)
    N_moved = populations(find_shells(link_graph(moved_si, moved_o)[0], s0))
    assert N_moved == N
    print(f"N_k with {rms:.3f} nm rms displacement per axis: {N_moved}")

    if name == "cristobalite":
        # Radial shells are a different count.
        r_all = np.round(np.linalg.norm(si_xyz - si_xyz[s0], axis=1), 5)
        radii, counts = np.unique(r_all, return_counts=True)
        radial = [int(c) for c in counts[1:5]]
        assert radial[:2] == N[:2] and radial[2] != N[2]
        print("first four radial Si shells:", radial, "at",
              " ".join(f"{r:.3f}" for r in radii[1:5]), "nm")
        # Oxygen moved sideways off each straight bridge.
        off = 0.04
        bent = o_xyz.copy()
        for j, group in enumerate(groups):
            if len(group) == 2:
                axis = si_xyz[group[1]] - si_xyz[group[0]]
                side = np.cross(axis, rng.normal(size=3))
                bent[j] += off * side / np.linalg.norm(side)
        nb_bent, groups_bent = link_graph(si_xyz, bent)
        N_bent = populations(find_shells(nb_bent, s0))
        assert N_bent == N
        bent_angle = bridge_angle(si_xyz, bent, groups_bent, s0)
        print(f"O moved {off:.2f} nm sideways: angle {bent_angle:.0f} "
              f"degrees, N_k = {N_bent}")

    # Broken links: delete each link that leads to shells 1 to 3 in turn.
    near_links = {frozenset((p, q)) for k in range(3)
                  for p in shells[k] for q in nb[p] & shells[k + 1]}
    total = sum(len(find_shells(nb, s0, 3, link)[3]) - N[2]
                for link in near_links)
    volume_cm3 = abs(np.linalg.det(cell)) * 1e-21
    link_density = len(o_f) / volume_cm3
    fraction = broken_density / link_density
    shift[name] = fraction * total
    print(f"link density = {link_density:.2e} cm^-3; "
          f"broken fraction = {fraction:.1e}")
    print(f"links tested = {len(near_links)}; summed change of N_3 = {total}; "
          f"mean shift of N_3 = {shift[name]:.1e}")

N_c, N_q = result["cristobalite"], result["quartz"]
assert N_c == [4, 12, 24, 42] and N_q == [4, 12, 30, 52]
first = next(k for k in range(1, KMAX + 1) if N_c[k - 1] != N_q[k - 1])
assert first == 3
difference = N_q[first - 1] - N_c[first - 1]
assert max(abs(v) for v in shift.values()) < 0.01 * difference
print("--- comparison ---")
print(f"assumed broken-link density = {broken_density:.0e} cm^-3")
print(f"first distinguishing shell: k = {first}; "
      f"quartz minus cristobalite = {difference} Si")
print(f"Si within four links, origin excluded: cristobalite {sum(N_c)}, "
      f"quartz {sum(N_q)}")
print("no test failed")
```

Printed output:

```
cristobalite input (rough): a = 0.72 nm
quartz input (rough): a = 0.49 nm, c = 0.54 nm, Si u = 0.47
quartz O fractional coordinates (rough): (0.41, 0.27, 0.12)
Si-O bonding cutoff = 0.25 nm
--- cristobalite ---
Si-O bonds: 0.156 to 0.156 nm; next Si-O distance 0.392 nm
Si-O-Si angle = 180 degrees
N_1 = 4 Si; by |layer| {1: 4}; Si-Si 0.312 to 0.312 nm
N_2 = 12 Si; by |layer| {0: 4, 2: 8}; Si-Si 0.509 to 0.509 nm
N_3 = 24 Si; by |layer| {1: 12, 3: 12}; Si-Si 0.597 to 0.785 nm
N_4 = 42 Si; by |layer| {0: 8, 2: 16, 4: 18}; Si-Si 0.720 to 1.018 nm
links from shell 2 to shell 3 = 36
rings through one Si: 3-, 4-, 5-rings = 0, 0, 0; six-rings = 12
shell-3 Si with one, two parents = 12, 12
N_k with 0.015 nm rms displacement per axis: [4, 12, 24, 42]
first four radial Si shells: [4, 12, 12, 6] at 0.312 0.509 0.597 0.720 nm
O moved 0.04 nm sideways: angle 151 degrees, N_k = [4, 12, 24, 42]
link density = 4.29e+22 cm^-3; broken fraction = 2.3e-05
links tested = 52; summed change of N_3 = -36; mean shift of N_3 = -8.4e-04
--- quartz ---
Si-O bonds: 0.160 to 0.163 nm; next Si-O distance 0.350 nm
Si-O-Si angle = 142 degrees
N_1 = 4 Si; by |layer| {1: 4}; Si-Si 0.305 to 0.305 nm
N_2 = 12 Si; by |layer| {0: 4, 2: 8}; Si-Si 0.436 to 0.576 nm
N_3 = 30 Si; by |layer| {1: 16, 3: 14}; Si-Si 0.438 to 0.757 nm
N_4 = 52 Si; by |layer| {0: 12, 2: 20, 4: 20}; Si-Si 0.490 to 1.029 nm
links from shell 2 to shell 3 = 36
rings through one Si: 3-, 4-, 5-rings = 0, 0, 0; six-rings = 6
shell-3 Si with one, two parents = 24, 6
N_k with 0.015 nm rms displacement per axis: [4, 12, 30, 52]
link density = 5.34e+22 cm^-3; broken fraction = 1.9e-05
links tested = 52; summed change of N_3 = -72; mean shift of N_3 = -1.3e-03
--- comparison ---
assumed broken-link density = 1e+18 cm^-3
first distinguishing shell: k = 3; quartz minus cristobalite = 6 Si
Si within four links, origin excluded: cristobalite 82, quartz 98
no test failed
```
